# Friction and transport cross section from the electronic stopping of a slow ion

## Problem

A proton moves through a metal at \(v=0.2\) atomic units of speed, an energy of about 1.0 keV. It loses 2.0 eV per angstrom of path to the electrons. Treat the valence electrons as a uniform gas at low temperature with density parameter \(r_s=2\) bohr, where \(r_s\) is the radius of the sphere that holds one electron on average.

(a) What is the friction coefficient \(\eta\), defined by \(S=\eta v\), where \(S\) is the energy lost per unit path?

(b) What transport cross section does the ion present to the electrons?

(c) How far can the second answer be trusted?

The transport cross section weights each deflection by the share of forward momentum that it removes:

\[
\sigma_{\rm tr}=\int(1-\cos\theta)\,\frac{d\sigma}{d\Omega}\,d\Omega ,
\]

where \(\theta\) is the scattering angle. Atomic units are used below, with \(\hbar=m=e=1\), \(m\) being the electron mass. An electron's velocity then equals its wave vector.

## A tempting solution

One hartree per bohr is 51.4221 eV/Å, so the stopping is

\[
S=\frac{2.0}{51.4221}=0.038894 ,\qquad
\eta=\frac{S}{v}=\frac{0.038894}{0.2}=0.1945 .
\]

For the cross section, picture the ion ploughing through a cloud of electrons. The density is

\[
n=\frac{3}{4\pi r_s^3}=0.029842\ \text{bohr}^{-3}.
\]

In unit time the ion meets \(nv\) electrons per unit area. In its own frame each arrives with momentum \(v\), and scattering removes the fraction \(1-\cos\theta\) of it. The force is therefore \(S=(nv)\,v\,\sigma_{\rm tr}\), and

\[
\sigma_{\rm tr}=\frac{S}{nv^2}=\frac{0.038894}{0.029842\times0.04}\approx 33\ \text{bohr}^2 .
\]

## Where it fails

The friction coefficient is right, since it follows from its definition. The cross section is wrong, because the cloud was taken to be at rest. The Pauli principle forces the electrons to fill states up to the Fermi speed

\[
v_F=k_F=\left(\frac{9\pi}{4}\right)^{1/3}\frac{1}{r_s}=0.9596 ,
\]

which is nearly five times the speed of the ion. The electrons mostly run into the ion, rather than the ion into them.

The formula also sits badly with a constant friction coefficient. If \(S=nv^2\sigma_{\rm tr}\), then \(S/v=nv\sigma_{\rm tr}\). This is independent of speed only if the cross section grows as \(1/v\) without limit when the ion slows down. A screened potential does not supply this. Its cross section may rise steeply as the speed falls, but it levels off at a finite value, except in the special case of a state of zero angular momentum exactly at the threshold of binding, where it grows as \(1/v^2\).

A one-dimensional picture shows what changes. Electrons of speed \(v_F\) strike the ion from the front with relative speed \(v_F+v\) and from behind with \(v_F-v\). The rate of collisions and the momentum carried in each are both proportional to the relative speed, so the net push is proportional to

\[
(v_F+v)^2-(v_F-v)^2=4v_Fv .
\]

The drag is linear in \(v\), and one factor \(v\) of the tempting formula has become \(v_F\). The numerical factor needs the calculation in three dimensions.

## The right solution

**Assumptions.** The ion is so heavy that its velocity \(\mathbf v\) hardly changes in one collision. It carries a static, spherical screened potential, from which the electrons scatter elastically and one at a time. The speed \(v\) is well below \(v_F\).

**From energy loss to force.** Let \(\mathbf u\) be an electron's velocity in the frame of the ion. Its laboratory velocity is \(\mathbf u+\mathbf v\). Scattering turns \(\mathbf u\) into \(\mathbf u'\) with \(|\mathbf u'|=|\mathbf u|\), and the electron gains the laboratory energy

\[
\tfrac12|\mathbf u'+\mathbf v|^2-\tfrac12|\mathbf u+\mathbf v|^2
=\tfrac12(u'^2-u^2)+\mathbf v\cdot(\mathbf u'-\mathbf u)
=\mathbf v\cdot(\mathbf u'-\mathbf u).
\]

The ion supplies this energy. Summed over all collisions in unit time, the power is \(v\) times the momentum given to the electrons along \(\mathbf v\). Division by \(v\) gives the loss per unit path, so \(S\) equals the drag force.

**Pauli blocking.** An electron can scatter only into an empty state. With \(f\) the occupation of a state and \(W\) the rate of scattering, the momentum given to the electrons in unit time is

\[
\sum_{\mathbf u,\mathbf u'}W(\mathbf u,\mathbf u')\,f(\mathbf u)\,[1-f(\mathbf u')]\,(\mathbf u'-\mathbf u).
\]

Consider the part that contains \(f(\mathbf u)f(\mathbf u')\). For a spherical potential \(W\) depends only on the common speed and on the angle between the two velocities, so it is unchanged when \(\mathbf u\) and \(\mathbf u'\) are exchanged. The product \(f(\mathbf u)f(\mathbf u')\) is unchanged too, while \(\mathbf u'-\mathbf u\) changes sign. This part of the sum equals minus itself and vanishes. Blocking forbids many individual collisions, but in this model it drops out of the net force.

**Sum over electrons.** An electron of velocity \(\mathbf u\) brings a flux proportional to \(u\). Averaged over the azimuth of the scattering, \(\mathbf u'\) becomes \(\mathbf u\cos\theta\), so the mean momentum change is \(-(1-\cos\theta)\mathbf u\). Integration over \(\theta\) produces \(\sigma_{\rm tr}\). With two spin states per wave vector,

\[
S=-\frac{2}{(2\pi)^3}\int_{|\mathbf u+\mathbf v|<k_F}u\,\sigma_{\rm tr}(u)\,u_z\,d^3u ,
\]

where \(z\) points along \(\mathbf v\). The minus sign gives a positive result, because in the ion's frame the gas streams backwards and \(u_z\) is negative on average.

**The displaced Fermi sphere.** Write \(u_z=uc\), where \(c\) is the cosine of the angle between \(\mathbf u\) and \(\mathbf v\). The surface of the occupied region obeys \(u^2+2uvc+v^2=k_F^2\), whose positive root is

\[
R(c)=-vc+\sqrt{k_F^2-v^2(1-c^2)}\simeq k_F-vc .
\]

A sphere of radius \(k_F\) centred on \(\mathbf u=0\) gives no force, because \(\mathbf u\) and \(-\mathbf u\) cancel. What remains is a thin shell of signed thickness \(-vc\), on which \(u\simeq k_F\). Its volume element is \(k_F^2(-vc)\,d\Omega\), and the integrand there is \(k_F\,\sigma_{\rm tr}(k_F)\,k_Fc\). Hence

\[
S=\frac{2}{(2\pi)^3}\,v\,k_F^4\,\sigma_{\rm tr}(k_F)\int c^2\,d\Omega .
\]

The angular integral is \(4\pi/3\), and \(\frac{2}{8\pi^3}\cdot\frac{4\pi}{3}=\frac{1}{3\pi^2}\), so

\[
S=\frac{k_F^4}{3\pi^2}\,\sigma_{\rm tr}(k_F)\,v .
\]

The density follows from the volume of the same sphere:

\[
n=\frac{2}{(2\pi)^3}\,\frac{4\pi k_F^3}{3}=\frac{k_F^3}{3\pi^2}.
\]

Therefore, to first order in \(v\),

\[
\boxed{S=\eta v,\qquad \eta=n\,v_F\,\sigma_{\rm tr}(v_F)}
\]

The cross section is needed at the Fermi speed, not at the speed of the ion.

**Numbers.** The friction coefficient is \(\eta=0.1945\) atomic units, or \(7.32\times10^{-15}\) kg/s. The product of density and Fermi speed is

\[
n v_F=0.029842\times0.9596=0.02864 ,
\]

and so

\[
\sigma_{\rm tr}=\frac{\eta}{n v_F}=\frac{0.1945}{0.02864}\approx 6.8\ \text{bohr}^2=0.019\ \text{nm}^2 .
\]

The tempting answer was too large by the factor \(v_F/v=1/0.2084\approx4.8\). A disc of area 6.8 bohr² has a radius of about 1.5 bohr, somewhat less than \(r_s\). This gives a feeling for the size; it does not mean that the ion has a sharp edge.

## The opposite limit

The tempting formula does have a regime. If \(v\) is much larger than \(k_F\), every occupied state has \(\mathbf u\simeq-\mathbf v\). In the sum over electrons, \(u\) becomes \(v\), \(u_z\) becomes \(-v\), and the remaining integral counts the electrons:

\[
S\simeq n\,v^2\,\sigma_{\rm tr}(v)\qquad(v\gg v_F).
\]

This is the gas at rest, with the cross section now taken at the speed of the ion. The limit belongs to the model of a static scatterer. A real fast ion also outruns its screening cloud and can excite inner electrons, so the formula should not be carried over to fast ions without further thought.

## How far to trust the answer

**Rounding of the input.** The cross section is proportional to \(S\). A stopping quoted as 2.0 eV/Å may lie between 1.95 and 2.05 eV/Å, which puts \(\sigma_{\rm tr}\) between 6.62 and 6.96 bohr². Here \(v\) and \(r_s\) are taken as exact. Even so, two digits are all that the data support.

**Finite speed.** The ratio \(x=v/v_F=0.2084\) is not tiny, so the next order deserves a look. Suppose that near the Fermi speed the cross section varies as \(\sigma_{\rm tr}(u)=\sigma_{\rm tr}(k_F)(u/k_F)^{-p}\). The integrand of \(S\), with the volume factor \(u^2\), then goes as \(c\,u^{4-p}\). Let \(q=5-p\), with \(q>0\). Integration over \(u\) gives \(R^q/q\), and \(S\) is proportional to \(-\langle c\,(R/k_F)^q\rangle/q\), where the brackets denote an average over directions. The root found above expands as

\[
\frac{R}{k_F}=1-xc-\tfrac12x^2(1-c^2)+O(x^4).
\]

Only terms of \((R/k_F)^q\) that are odd in \(c\) survive the average with \(c\). Up to third order in \(x\) they are

\[
-qxc+\frac{q(q-1)}{2}x^3c(1-c^2)-\frac{q(q-1)(q-2)}{6}x^3c^3 .
\]

The averages are \(\langle c^2\rangle=\frac13\), \(\langle c^4\rangle=\frac15\) and \(\langle c^2(1-c^2)\rangle=\frac{2}{15}\). Thus

\[
-\frac{\langle c\,(R/k_F)^q\rangle}{q}
=\frac{x}{3}-\frac{q-1}{15}x^3+\frac{(q-1)(q-2)}{30}x^3
=\frac{x}{3}\left[1+\frac{(q-1)(q-4)}{10}x^2\right].
\]

With \(q=5-p\), the drag is the linear result multiplied by

\[
1+\frac{(4-p)(1-p)}{10}\left(\frac{v}{v_F}\right)^2 .
\]

For a constant cross section, \(p=0\), the factor is \(1+0.4\times0.2084^2\approx1.017\). Numerical integration over the displaced sphere, without the expansion, gives changes between \(-0.98\) and \(+1.73\) percent of the linear drag for \(p\) from 0 to 4. For these power laws the inferred cross section would shift by about the opposite amounts, which is less than the rounding of the input. A cross section that is not a pure power of the speed can give a change outside this range: for the potential \(-e^{-\alpha r}/r\) with \(\alpha\) between 0.8 and 2 bohr\(^{-1}\), solved by partial waves, the change is \(-1.3\) to \(-1.5\) percent. All these figures keep the screened potential fixed as the ion moves. The screening cloud itself responds to the speed at the same order: in linear-response (random-phase) theory at \(r_s=2\) and \(v=0.2\), the change is about \(-1.3\) percent with static screening and \(+1.3\) percent with dynamic screening, a difference as large as the rounding of the input. The correction is small partly because it begins at second order in \(v/v_F\), and partly because its coefficient is small over this range of \(p\).

**Temperature.** At temperature \(T\) the edge of the Fermi sphere is blurred. To first order in \(v\), the displaced occupation is \(f(u)+vc\,f'(u)\), and the same angular integral gives

\[
\eta=\frac{1}{3\pi^2}\int_0^\infty\left(-\frac{df}{du}\right)u^4\sigma_{\rm tr}(u)\,du .
\]

For constant \(\sigma_{\rm tr}\) this is proportional to the mean of \(E^2\) over the blurred edge, where \(E=u^2/2\). With \(\mu\) the chemical potential, that mean is \(\mu^2+\pi^2(k_BT)^2/3\), up to exponentially small terms. At fixed density \(\mu\simeq E_F[1-\pi^2(k_BT/E_F)^2/12]\), which lowers \(\mu^2\) by \(\pi^2(k_BT)^2/6\). The net factor is \(1+\pi^2(k_BT/E_F)^2/6\). With \(E_F=12.53\) eV and \(T=300\) K, friction rises by about \(7\times10^{-4}\) percent for a constant cross section. The sign depends on how \(\sigma_{\rm tr}\) varies: for \(p=2\) friction falls instead, by about \(3.5\times10^{-4}\) percent. Either way the effect is negligible.

**Density.** Since \(n\propto r_s^{-3}\) and \(v_F\propto r_s^{-1}\), the cross section inferred from a fixed \(\eta\) grows as \(r_s^4\). An error of 1 percent in \(r_s\) becomes one of 4 percent in \(\sigma_{\rm tr}\).

**Nuclear stopping.** The ion also loses energy by pushing whole atoms, and this loss must not be included in \(S\). An estimate treats the loss as classical collisions with single aluminium atoms (mass 27 u) in the Ziegler-Biersack-Littmark universal potential. The density of atoms is taken as \(n/3\), for three valence electrons per atom. Numerical integration over the impact parameter gives 0.30 eV/Å, or 15 percent of the electronic stopping. At the real density of aluminium, which is about 10 percent lower, the loss is about 0.27 eV/Å, or 14 percent. The second digit depends on the potential chosen: the Molière potential with the Thomas-Fermi screening length of aluminium gives 0.32 eV/Å, or 16 percent, at the same density. If the quoted 2.0 eV/Å were the total loss, the electronic part would be about 1.7 eV/Å, and the cross section would fall to about 5.8 bohr².

**Comparison with aluminium.** The example resembles a hydrogen ion of about 1 keV in fcc aluminium, whose three valence electrons per atom correspond to \(r_s=2.074\), often rounded to 2.1. The stopping of 2.0 eV/Å is a round input of realistic size, not a measured value. With \(\eta\) held fixed, the change from \(r_s=2\) to 2.1 raises the inferred cross section by 22 percent, to about 8.3 bohr². The unrounded 2.074 raises it by only 16 percent, to about 7.9 bohr², so even the rounding of \(r_s\) matters. The value 6.8 bohr² belongs to the gas with \(r_s=2\) and not to aluminium itself. A real crystal also breaks the assumption of uniform density: an ion travelling along an open channel meets fewer electrons than one that passes close to atoms. The comparison of two mean densities shows how sensitive the inference is, but it does not compute that effect. Band structure, inner electrons and changes in the ion's screening are likewise left out.

**Answers.** (a) \(\eta\approx0.19\) atomic units. (b) \(\sigma_{\rm tr}\approx6.8\) bohr², at the Fermi speed. (c) Within the model, with \(v=0.2\) and \(r_s=2\) taken as exact, the rounding of the stopping sets an uncertainty of a few percent. For a real metal, the choice of density and the separation of nuclear stopping can each move the result by roughly 15 percent.
